# Choosing the Lorentzian Broadening in Finite-Cell Allen--Feldman Calculations: test program

```python
"""Lorentzian broadening in finite-cell Allen-Feldman heat conduction.

Result under test, for diffusive modes and spacing << eta << W:
    kappa_N(eta) / kappa0 = 1 - spacing/(pi eta) - eta/W,
with a maximum near eta_star = sqrt(spacing W/pi).
eta: Lorentzian half width at half maximum; spacing: mean level spacing
weighted by conductivity; kappa0: estimate from neighbouring levels, made
without eta; W: width from the linear Lorentzian bias of the pair spectrum.
Main model: cubic lattice of blocks with random coupling matrices.
Counterexamples: perfect crystal and weakly disordered scalar lattice.
Units: omega0=sqrt(k/M), lattice constant a, hbar=kB=1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.sparse import csr_matrix

TEMPERATURE = 1.0
PIN_MAX = 4.0
BLOCK = 8
RESTORING = 6.0
COUPLING = 0.8
BIN = 0.04
OMEGA_MAX = 4.0
ETAS = np.geomspace(1e-4, 1.0, 41)


def scalar_matrix(L, pins):
    n = L**3
    index = np.arange(n).reshape(L, L, L)
    matrix = np.diag(6.0 + pins)
    for axis in range(3):
        neighbour = np.roll(index, -1, axis).ravel()
        matrix[np.arange(n), neighbour] -= 1.0
        matrix[neighbour, np.arange(n)] -= 1.0
    return matrix


def block_matrix(L, size, random):
    """Random coupling matrices, entry variance COUPLING^2/size."""
    sites = L**3
    index = np.arange(sites).reshape(L, L, L)
    scale = COUPLING / np.sqrt(size)
    matrix = np.zeros((sites, size, sites, size))
    for s in range(sites):
        g = scale * random.standard_normal((size, size))
        matrix[s, :, s, :] = (g + g.T) / np.sqrt(2)
    for axis in range(3):
        neighbour = np.roll(index, -1, axis).ravel()
        for s in range(sites):
            g = scale * random.standard_normal((size, size))
            matrix[s, :, neighbour[s], :] += g
            matrix[neighbour[s], :, s, :] += g.T
    matrix = matrix.reshape(sites * size, sites * size)
    return matrix + RESTORING * np.eye(sites * size)


def current_matrix(L, matrix, axis):
    """Minimum-image separation times force constant."""
    size = len(matrix) // L**3
    place = np.array(np.unravel_index(np.arange(L**3), (L, L, L)))[axis]
    place = np.repeat(place, size)
    shift = place[:, None] - place[None, :]
    shift = (shift + L // 2) % L - L // 2
    return shift * matrix


def pair_weights(L, matrix, temperature):
    """Frequencies, gaps and P, where kappa = sum P eta/(gap^2+eta^2)."""
    n = len(matrix)
    squares, modes = np.linalg.eigh(matrix)
    assert squares[0] > 0
    freq = np.sqrt(squares)
    current2 = np.zeros((n, n))
    for axis in range(3):
        moved = csr_matrix(current_matrix(L, matrix, axis)) @ modes
        current2 += (modes.T @ moved)**2 / 3
    gap = np.abs(freq[:, None] - freq[None, :])
    safe = np.maximum(gap, 1e-9)
    sh = np.sinh(freq / (2 * temperature))
    occupation = np.sinh(safe / (2 * temperature)) / safe
    occupation /= 2 * sh[:, None] * sh[None, :]
    total = freq[:, None] + freq[None, :]
    weight = current2 * total**2 * occupation
    weight /= 16 * freq[:, None] * freq[None, :] * temperature * L**3
    return freq, gap, weight


def broadened(gap, weight, eta):
    return np.sum(weight * eta / (gap**2 + eta**2))


def heat_capacity(freq, temperature):
    half = freq / (2 * temperature)
    return (half / np.sinh(half))**2


def neighbour_estimate(freq, weight, reach):
    """Conductivity per level and missing self weight, without eta."""
    n = len(freq)
    conductivity, self_weight = np.zeros(n), np.zeros(n)
    for i in range(n):
        lo, hi = max(0, i - reach), min(n - 1, i + reach)
        mean = (weight[i, lo:hi + 1].sum() - weight[i, i]) / (hi - lo)
        density = (hi - lo) / (freq[hi] - freq[lo])
        conductivity[i] = np.pi * mean * density
        self_weight[i] = mean
    return conductivity, self_weight.sum()


def green_kubo(L, matrix, eta):
    """Damped classical Green-Kubo integral with the complete current."""
    n = len(matrix)
    zero, one = np.zeros((n, n)), np.eye(n)
    step = 0.05
    times = np.arange(801) * step
    evolve = expm(step * np.block([[zero, one], [-matrix, zero]]))
    covariance = np.block([[np.linalg.inv(matrix), zero], [zero, one]])
    answer = 0.0
    for axis in range(3):
        a_matrix = current_matrix(L, matrix, axis)
        form = np.block([[zero, a_matrix / 2], [a_matrix.T / 2, zero]])
        left = (covariance @ form @ covariance).T
        later, corr = form.copy(), []
        for _ in times:
            corr.append(0.5 * np.sum(left * later))
            later = evolve.T @ later @ evolve
        damped = np.array(corr) * np.exp(-eta * times)
        answer += simpson(damped, x=times) / (3 * L**3)
    return answer


rng = np.random.default_rng(2718)
block_rng = np.random.default_rng(31415)

# The resonant mode sum against real-space phase-space dynamics.
gk_rows = []
for name, L, matrix in (
        ("scalar 4^3", 4, scalar_matrix(4, rng.uniform(0, PIN_MAX, 64))),
        ("blocks 3^3 x 3", 3, block_matrix(3, 3, block_rng))):
    _, gap, weight = pair_weights(L, matrix, 1000.0)
    mode_value = broadened(gap, weight, 0.5)
    time_value = green_kubo(L, matrix, 0.5)
    assert abs(mode_value / time_value - 1) < 5e-3
    gk_rows.append((name, time_value, mode_value))

# Missing self term for equally spaced levels, from an explicit sum.
levels = np.arange(1, 1000001, dtype=float)
for y in (0.2, 1.0, 3.0):
    direct = 2 * np.sum(y / np.pi / (levels**2 + y**2))
    closed = 1 / np.tanh(np.pi * y) - 1 / (np.pi * y)
    assert abs(direct - closed) < 1e-5

# Broadening a Lorentzian spectrum, from quadrature.
for ratio in (0.1, 0.5, 2.0):
    smooth = quad(lambda u: ratio / np.pi / (u*u + ratio**2) / (1 + u*u),
                  -np.inf, np.inf, epsabs=1e-10, limit=200)[0]
    assert abs(smooth - 1 / (1 + ratio)) < 1e-7

# A perfect crystal has conductivity proportional to 1/eta: no plateau.
Lc = 6
freq, gap, weight = pair_weights(
    Lc, scalar_matrix(Lc, np.full(Lc**3, 2.0)), TEMPERATURE)
q = 2 * np.pi * np.arange(Lc) / Lc
qx, qy, qz = np.meshgrid(q, q, q, indexing="ij")
wq = np.sqrt(8 - 2 * (np.cos(qx) + np.cos(qy) + np.cos(qz)))
drude = np.mean(heat_capacity(wq, TEMPERATURE) * (np.sin(qx) / wq)**2)
crystal = [broadened(gap, weight, e) for e in (0.01, 0.1)]
for e, value in zip((0.01, 0.1), crystal):
    assert abs(value * e / drude - 1) < 1e-6


def study(L, samples, build):
    edges = np.arange(0, OMEGA_MAX + BIN / 2, BIN)
    curve = np.zeros(len(ETAS))
    spectrum = np.zeros(len(edges) - 1)
    kappas, selfs, capacities, changes = [], [], [], []
    for _ in range(samples):
        freq, gap, weight = pair_weights(L, build(), TEMPERATURE)
        n = len(freq)
        wide, sw = neighbour_estimate(freq, weight, 10)
        narrow, _ = neighbour_estimate(freq, weight, 3)
        outer = np.zeros(n, dtype=bool)
        outer[:n // 10] = outer[-(n // 10):] = True
        change = narrow - wide
        changes.append([change[outer].sum(), change[~outer].sum()])
        kappas.append(wide.sum())
        selfs.append(sw)
        capacities.append(heat_capacity(freq, TEMPERATURE).sum() / L**3)
        upper = np.triu(np.ones(gap.shape, dtype=bool), 1)
        g, p = gap[upper], weight[upper]
        g2 = g * g
        for k, eta in enumerate(ETAS):
            curve[k] += 2 * eta * np.dot(p, 1 / (g2 + eta**2)) / samples
        spectrum += np.pi * np.histogram(g, edges, weights=p)[0] \
            / BIN / samples
        tiny = [2 * e * np.dot(p, 1 / (g2 + e*e)) for e in (1e-7, 2e-7)]
        assert abs(tiny[1] / tiny[0] - 2) < 0.02
    k0, sw = np.mean(kappas), np.mean(selfs)
    spacing = np.pi * sw / k0
    centre = (edges[1:] + edges[:-1]) / 2
    loss = (1 - spectrum / k0) / centre**2
    # The first bin holds the level-repulsion hole; the smooth spectrum is
    # even in frequency, so its curvature is taken from the second bin.
    loss[0] = loss[1]
    inverse_w = 2 / np.pi * (np.sum(loss) * BIN + 1 / edges[-1])
    assert inverse_w > 0
    width = 1 / inverse_w
    below = np.where(spectrum[1:] < k0 / 2)[0][0] + 1
    star = np.sqrt(spacing * width / np.pi)
    x = np.sqrt(spacing / (np.pi * width))
    law = 1 - spacing / (np.pi * ETAS) - ETAS / width
    window = (ETAS >= 3 * spacing) & (ETAS <= width / 8)
    assert window.sum() >= 2
    top = np.argmax(curve)
    fine = np.geomspace(ETAS[0], ETAS[-1], 8001)
    fine_curve = np.interp(np.log(fine), np.log(ETAS), curve)
    good = fine[fine_curve >= 0.97 * curve[top]]
    b = 2 + 0.03 / x
    root = (b + np.sqrt(b*b - 4)) / 2
    at_star = np.interp(np.log(star), np.log(ETAS), curve)
    diffusivity = k0 / np.mean(capacities)
    return dict(L=L, samples=samples, k0=k0, spacing=spacing, width=width,
                half=centre[below], star=star, x=x, curve=curve,
                law_error=np.max(np.abs(curve / k0 - law)[window]),
                top=top, lo=good[0], hi=good[-1], span=good[-1] / good[0],
                span_law=root**2, at_star=at_star,
                filled=at_star + sw / star,
                full=at_star + sw / star + k0 * star / width,
                diff=diffusivity, rate=diffusivity * (2*np.pi/L)**2,
                change=np.mean(changes, axis=0) / k0,
                spread=np.std(kappas, ddof=1) / k0)


# Weak disorder: propagating groups of modes remain, the law may fail.
weak = study(8, 8, lambda: scalar_matrix(8, rng.uniform(0, PIN_MAX, 512)))
# Strong disorder: diffusive modes.
results = [study(4, 12, lambda: block_matrix(4, BLOCK, block_rng)),
           study(6, 2, lambda: block_matrix(6, BLOCK, block_rng))]
for r in results:
    # Second-order terms reach about 0.02; sampling and binning add more.
    assert r["law_error"] < 0.05, (r["L"], r["law_error"])
    assert r["law_error"] < weak["law_error"]
    eta_top = ETAS[r["top"]]
    assert r["spacing"] < eta_top < r["width"]
    # The top is flat, so its position is noisy but its height is not.
    assert 1/3 < eta_top / r["star"] < 3, (eta_top, r["star"])
    assert r["at_star"] > 0.99 * r["curve"].max()
    assert abs(r["curve"].max() / r["k0"] - 1 + 2 * r["x"]) < 0.03
    assert abs(r["filled"] - r["k0"]) < abs(r["at_star"] - r["k0"])
    assert r["star"] < r["rate"]
    assert 0.5 < r["span"] / r["span_law"] < 2
small, large = results
assert large["span"] > small["span"]
assert large["curve"].max()/large["k0"] > small["curve"].max()/small["k0"]
assert abs(small["k0"] / large["k0"] - 1) < 0.10

# Round physical parameters in Hartree atomic units.
spring, mass, lattice = 0.05, 50000.0, 10.0
omega0 = np.sqrt(spring / mass)
au_time = const.physical_constants["atomic unit of time"][0]
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
to_si = const.k * omega0 / au_time / (lattice * bohr)
kelvin = TEMPERATURE * omega0 * hartree / const.k

print("Units: w0=sqrt(k/M), K0=kB*w0/a")
print(f"k={spring} Eh/bohr^2, M={mass:.0f} me, a={lattice} bohr")
print(f"w0={omega0:.4e} a.u., T={kelvin:.1f} K, K0={to_si:.4f} W/(m K)")
print(f"blocks: {BLOCK} coordinates, restoring {RESTORING} k, "
      f"coupling rms {COUPLING/np.sqrt(BLOCK):.4f} k")
for name, time_value, mode_value in gk_rows:
    print(f"{name}, eta=0.5 w0: time {time_value:.6f}, "
          f"modes {mode_value:.6f} K0")
print(f"crystal 6^3: eta=0.01 w0 {crystal[0]:.4f}, "
      f"eta=0.10 w0 {crystal[1]:.4f} K0")
print(f"--- weak scalar disorder 0 to {PIN_MAX} k, 8^3 ---")
print(f"largest law error={weak['law_error']:.4f}")
print("kappa0 change, window 10 to 3 levels, relative:")
print(f"outer fifth {weak['change'][0]:.4f}, "
      f"inner levels {weak['change'][1]:.4f}")
for r in results:
    print(f"--- blocks {r['L']}^3, samples {r['samples']} ---")
    print(f"weighted spacing={r['spacing']:.6f} w0")
    print(f"W={r['width']:.4f}, spectrum half width={r['half']:.2f} w0")
    print(f"D={r['diff']:.4f} a^2 w0, cell rate={r['rate']:.4f} w0")
    print(f"kappa0={r['k0']:.5f} K0 = {r['k0']*to_si:.4f} W/(m K)")
    print(f"relative sample spread of kappa0={r['spread']:.4f}")
    print(f"window change: outer fifth {r['change'][0]:.4f}, "
          f"inner {r['change'][1]:.4f}")
    print(f"eta: predicted {r['star']:.5f}, grid top {ETAS[r['top']]:.5f} w0")
    print(f"top={r['curve'].max():.5f} K0 = "
          f"{r['curve'].max()*to_si:.4f} W/(m K)")
    print(f"top/kappa0={r['curve'].max()/r['k0']:.4f}, "
          f"law {1-2*r['x']:.4f}")
    print(f"3% plateau: {r['lo']:.5f} to {r['hi']:.5f} w0")
    print(f"plateau ratio={r['span']:.2f}, law {r['span_law']:.2f}")
    print(f"at predicted eta: raw {r['at_star']:.5f} K0")
    print(f"self term added {r['filled']:.5f}, both {r['full']:.5f} K0")
    print(f"largest law error={r['law_error']:.4f}")
print("blocks 6^3: eta/w0, eta/spacing, kappa/K0, kappa/kappa0")
for k in range(0, len(ETAS), 4):
    print(f"{ETAS[k]:.5f} {ETAS[k]/large['spacing']:.3f} "
          f"{large['curve'][k]:.5f} {large['curve'][k]/large['k0']:.4f}")
print("tests ok")
```

Printed output:

```
Units: w0=sqrt(k/M), K0=kB*w0/a
k=0.05 Eh/bohr^2, M=50000 me, a=10.0 bohr
w0=1.0000e-03 a.u., T=315.8 K, K0=1.0786 W/(m K)
blocks: 8 coordinates, restoring 6.0 k, coupling rms 0.2828 k
scalar 4^3, eta=0.5 w0: time 0.124408, modes 0.124402 K0
blocks 3^3 x 3, eta=0.5 w0: time 0.188523, modes 0.188410 K0
crystal 6^3: eta=0.01 w0 3.9348, eta=0.10 w0 0.3935 K0
--- weak scalar disorder 0 to 4.0 k, 8^3 ---
largest law error=0.1172
kappa0 change, window 10 to 3 levels, relative:
outer fifth 0.1276, inner levels 0.0239
--- blocks 4^3, samples 12 ---
weighted spacing=0.003722 w0
W=0.9765, spectrum half width=0.94 w0
D=0.1076 a^2 w0, cell rate=0.2656 w0
kappa0=0.54243 K0 = 0.5851 W/(m K)
relative sample spread of kappa0=0.0185
window change: outer fifth 0.0018, inner 0.0194
eta: predicted 0.03401, grid top 0.03162 w0
top=0.50465 K0 = 0.5443 W/(m K)
top/kappa0=0.9303, law 0.9303
3% plateau: 0.01288 to 0.08521 w0
plateau ratio=6.61, law 6.02
at predicted eta: raw 0.50452 K0
self term added 0.52342, both 0.54231 K0
largest law error=0.0082
--- blocks 6^3, samples 2 ---
weighted spacing=0.001094 w0
W=1.1610, spectrum half width=0.98 w0
D=0.1054 a^2 w0, cell rate=0.1156 w0
kappa0=0.53133 K0 = 0.5731 W/(m K)
relative sample spread of kappa0=0.0065
window change: outer fifth 0.0006, inner 0.0077
eta: predicted 0.02011, grid top 0.01995 w0
top=0.51176 K0 = 0.5520 W/(m K)
top/kappa0=0.9632, law 0.9654
3% plateau: 0.00569 to 0.06769 w0
plateau ratio=11.90, law 11.84
at predicted eta: raw 0.51175 K0
self term added 0.52095, both 0.53016 K0
largest law error=0.0047
blocks 6^3: eta/w0, eta/spacing, kappa/K0, kappa/kappa0
0.00010 0.091 0.13995 0.2634
0.00025 0.230 0.24151 0.4545
0.00063 0.576 0.35024 0.6592
0.00158 1.448 0.43575 0.8201
0.00398 3.637 0.48550 0.9138
0.01000 9.137 0.50733 0.9548
0.02512 22.951 0.51137 0.9625
0.06310 57.649 0.49853 0.9383
0.15849 144.808 0.45801 0.8620
0.39811 363.742 0.37250 0.7011
1.00000 913.678 0.24257 0.4565
tests ok
```
